# When pulsing at equal mean power raises the plasma density

**Q.** You say that a plasma pulsed at the same mean power holds more ions than a steady one. The same energy goes in and each ion costs the same. Where do the extra ions come from?

**A.** If each ion costs the same, no extra ions are made. Over a long time both plasmas make the same number, but in the pulsed one each ion can live longer. Density is production rate times lifetime.

I take singly charged ions, equal ion and electron densities, and a volume average \(n\) over the reactor volume \(V\). The algebra is in atomic units, with the electron temperature \(T_e\) as an energy. Ions are lost at the wall alone, with frequency \(\nu(t)\). The mean absorbed power \(P\), the gas density and the volume are held fixed in the comparison. For now each ion created costs a fixed energy \(\varepsilon\), so creation follows the power without delay. With period \(\tau\) and duty cycle \(D\), the power is \(P/D\) for a time \(D\tau\) and zero for \((1-D)\tau\). Then
\[
\frac{dn}{dt}=S(t)-\nu(t)\,n,\qquad S_{\rm on}=\frac{P}{D\varepsilon V},\qquad S_{\rm off}=0 .
\]
The mean of \(S\) is \(D\,S_{\rm on}=P/(\varepsilon V)\), whatever the duty cycle.

**Q.** The density is never steady, so you cannot set \(dn/dt=0\).

**A.** I can set its cycle average to zero. Once the plasma repeats itself, \(n(\tau)=n(0)\), so integrating the balance over one period gives
\[
0=\frac{P}{\varepsilon V}-\langle \nu n\rangle .
\]
Angle brackets are time averages over a cycle. Write \(\bar n=\langle n\rangle\) and define the density-weighted loss frequency \(\bar\nu=\langle\nu n\rangle/\langle n\rangle\). Then \(\bar n=P/(\varepsilon V\bar\nu)\). The steady plasma has \(n_{\rm cw}=P/(\varepsilon V\nu_{\rm cw})\), and division gives
\[
\frac{\bar n}{n_{\rm cw}}=\frac{\nu_{\rm cw}}{\bar\nu}.
\]
This holds for any periodic waveform under the assumptions stated.

**Q.** But \(\bar\nu\) contains the unknown density.

**A.** Fast pulsing removes it. Let \(\nu\) be \(\nu_{\rm on}\) with power and \(\nu_{\rm off}\) without. In the off phase \(n\) falls by the factor \(e^{-b}\), with \(b=\nu_{\rm off}(1-D)\tau\), and in the on phase it climbs back. If \(b\ll1\), \(n\) is nearly constant and cancels:
\[
\bar\nu\to D\nu_{\rm on}+(1-D)\nu_{\rm off}.
\]
If also \(\nu_{\rm cw}=\nu_{\rm on}\), the density ratio \(R=\bar n/n_{\rm cw}\) becomes
\[
R_0=\frac{\nu_{\rm on}}{D\nu_{\rm on}+(1-D)\nu_{\rm off}} .
\]
Subtracting one shows the sign:
\[
R_0-1=\frac{(1-D)(\nu_{\rm on}-\nu_{\rm off})}{D\nu_{\rm on}+(1-D)\nu_{\rm off}} .
\]
The density rises if \(\nu_{\rm off}<\nu_{\rm on}\), is unchanged if they are equal, and falls otherwise. Pulsing by itself does nothing; the slower loss does the work.

**Q.** How fast is fast? Real pulses let the density swing a good deal.

**A.** The two-level balance can be solved for any period. Let \(a=\nu_{\rm on}D\tau\), and let \(n_0\) and \(n_1\) be the densities at the start and end of the on phase. With constant power the density would approach \(N=S_{\rm on}/\nu_{\rm on}=n_{\rm cw}/D\). Hence
\[
n_1=N(1-e^{-a})+n_0e^{-a},\qquad n_0=n_1e^{-b}.
\]
Inserting the second into the first,
\[
n_1=N\,\frac{1-e^{-a}}{1-e^{-(a+b)}},\qquad
\Delta\equiv n_1-n_0=N\,\frac{(1-e^{-a})(1-e^{-b})}{1-e^{-(a+b)}} .
\]
The integrals of \(n\) follow from the balance itself. In the on phase \(\Delta=S_{\rm on}D\tau-\nu_{\rm on}I_{\rm on}\), and in the off phase \(-\Delta=-\nu_{\rm off}I_{\rm off}\). Since \(S_{\rm on}D=\nu_{\rm on}n_{\rm cw}\),
\[
I_{\rm on}=n_{\rm cw}\tau-\frac{\Delta}{\nu_{\rm on}},\qquad I_{\rm off}=\frac{\Delta}{\nu_{\rm off}} .
\]
Adding them and dividing by \(n_{\rm cw}\tau\) gives
\[
R=1+\frac{\Delta}{n_{\rm cw}\tau}\left(\frac1{\nu_{\rm off}}-\frac1{\nu_{\rm on}}\right).
\]
To tidy \(\Delta\), put the following sum over a common denominator:
\[
\frac{1}{1-e^{-a}}+\frac1{1-e^{-b}}-1=\frac{1-e^{-(a+b)}}{(1-e^{-a})(1-e^{-b})} .
\]
Because \(1/(1-e^{-a})=\tfrac12[1+\coth(a/2)]\), the left side is half the sum of two hyperbolic cotangents. With \(N=n_{\rm cw}/D\),
\[
R=1+\left(\frac1{\nu_{\rm off}}-\frac1{\nu_{\rm on}}\right)\frac{2}{D\tau\,[\coth(a/2)+\coth(b/2)]} .
\]

**Q.** Does that return your first formula, and how soon does it depart from it?

**A.** For small \(x\), \(\coth(x/2)\approx 2/x+x/6\), so
\[
\coth\frac a2+\coth\frac b2\approx\frac{2(a+b)}{ab}\left(1+\frac{ab}{12}\right).
\]
The leading term gives
\[
R-1\to\frac{\nu_{\rm on}-\nu_{\rm off}}{\nu_{\rm on}\nu_{\rm off}}\;\frac{ab}{D\tau(a+b)}=R_0-1,
\]
where the last step uses \(ab=\nu_{\rm on}\nu_{\rm off}D(1-D)\tau^2\). The next term gives \(R-1\approx(R_0-1)(1-ab/12)\). The departure is quadratic in the period and carries a factor 1/12, so the mean tolerates a visible swing.

For long periods both cotangents tend to one, and \(R-1\) falls as \(2(1/\nu_{\rm off}-1/\nu_{\rm on})/(2D\tau)\): each pulse then reaches its own steady state. Between the limits the gain falls steadily, because \(\tau\coth(c\tau)\) increases with \(\tau\). With \(z=c\tau\), its derivative is \((\tfrac12\sinh 2z-z)/\sinh^2z>0\).

**Q.** Why should the loss frequency fall when the power is off? The wall has not moved.

**A.** Ions enter the wall sheath at the Bohm speed \(u_B=\sqrt{T_e/M}\), where \(M\) is the ion mass. I take this standard sheath condition as given, for ions much colder than electrons. Let \(A_{\rm eff}\) be the wall area times the ratio of sheath-edge density to mean density. Then
\[
V\frac{dn}{dt}\bigg|_{\rm wall}=-n\,u_BA_{\rm eff},\qquad \nu=\frac{u_B}{d},\qquad d=\frac{V}{A_{\rm eff}} .
\]
If \(d\) stays fixed, \(\nu\propto\sqrt{T_e}\). Cooler electrons pull the ions out more slowly.

**Q.** Then everything hangs on how fast the electrons cool. What cools them?

**A.** Inelastic collisions first, then the walls. For the wall part I need the energy removed with each electron–ion pair. At a floating wall the electron flux over the sheath barrier \(\phi\) equals the ion flux. With electron mass \(m\) (one in atomic units) and sheath-edge density \(n_s\),
\[
n_s\sqrt{\frac{T_e}{2\pi m}}\,e^{-\phi/T_e}=n_s\sqrt{\frac{T_e}{M}}
\quad\Rightarrow\quad
\phi=T_e\ln\sqrt{\frac{M}{2\pi m}} .
\]
The electron pays \(\phi\) in the sheath. It also pays \(T_e/2\) before it, the energy \(Mu_B^2/2\) given to the ion. What it has left of its normal energy, \(w\), is distributed in the flux as \(e^{-w/T_e}\), with mean \(T_e\). The two parallel directions carry \(T_e/2\) each. The sum is
\[
c_wT_e,\qquad c_w=\frac52+\ln\sqrt{\frac{M}{2\pi m}} .
\]
With wall losses alone, the thermal energy obeys \(d(\tfrac32nT_e)/dt=-\nu n\,c_wT_e\). The product rule and \(dn/dt=-\nu n\) give
\[
\frac{dT_e}{dt}=-\kappa\nu T_e,\qquad \kappa=\frac{c_w-3/2}{3/2} .
\]
Since \(\nu\propto\sqrt{T_e}\), \(d\nu/dt=\tfrac12(\nu/T_e)\,dT_e/dt=-\tfrac12\kappa\nu^2\). Therefore
\[
\frac1{\nu(t)}=\frac1{\nu_0}+\frac{\kappa t}{2} .
\]
For an ion mass of 40 u, \(\phi/T_e=4.68\), \(c_w=7.18\) and \(\kappa=5.68/1.5=3.79\). Wall cooling is about four times faster than density loss.

**Q.** That is hardly a wide gap. Your formula wants a period long enough for cooling and short enough for constant density.

**A.** Yes, and this is its main restriction. If the period is too short for the electrons to cool, then \(\nu_{\rm off}\to\nu_{\rm on}\) and \(R_0\to1\). "Fast" means slow against cooling but fast against density loss. Inelastic collisions help, because they remove the first part of the heat sooner than the walls do, but only that part. In the example below, switched off from the steady state, they outpace the walls only above about 1.75 eV, for less than 2 µs, and remove about a quarter of the heat. The loss frequency still needs about 26 µs to halve.

**Q.** Put numbers in, then, for a reactor and not for a blackboard.

**A.** I use round values in the regime of a low-pressure inductively coupled etch reactor: 10 mTorr of gas at 400 K, 7000 cm³, \(d=15\) cm, 500 W mean absorbed power, \(D=0.25\) and \(\tau=100\) µs. The power during the pulse is 2000 W. The gas is a model gas with atoms of 40 u. Its ionization and excitation frequencies are \(n_gk_j e^{-E_j/T_e}\), with thresholds of 16 and 12 eV and \(k_j=5\times10^{-8}\) cm³/s for both. The gas density from the ideal gas law is \(n_g=2.414\times10^{14}\) cm⁻³.

In the steady plasma, ionization equals wall loss. Solving this numerically gives \(T_e=2.417\) eV, \(u_B=0.2415\) cm/µs and \(\nu_{\rm cw}=0.2415/15=0.0161\) µs⁻¹, a lifetime of 62 µs.

The cost per ion has three main parts: 16 eV for ionization, \(12\,e^{4/2.417}=62.8\) eV for the excitations that accompany it, and \(7.18\times2.417=17.4\) eV for the walls. Elastic collisions, with momentum-transfer rate coefficient \(10^{-7}\) cm³/s, add about 0.1 eV. The total is 96.3 eV. With power in eV per second, \(n_{\rm cw}=P/(\varepsilon V\nu_{\rm cw})=2.88\times10^{11}\) cm⁻³.

For the ideal two-level case I choose an off temperature of 0.5 eV. Then \(\nu_{\rm off}/\nu_{\rm on}=\sqrt{0.5/2.417}=0.455\), so \(\nu_{\rm off}=0.00732\) µs⁻¹ and
\[
R_0=\frac{0.0161}{0.25(0.0161)+0.75(0.00732)}=1.69 .
\]
The mean density becomes \(4.87\times10^{11}\) cm⁻³, or \(4.87\times10^{-13}\) Å⁻³.

**Q.** With a lifetime of 62 µs, a period of 100 µs is not short.

**A.** It is not, yet the formula survives. Here \(a=0.40\), \(b=0.55\) and \(ab/12=0.018\). The full two-level expression gives \(R=1.68\), although the density swings by 54% of its mean. Within this model the period is not the weak point.

**Q.** The weak point is that you chose 0.5 eV. Let the electrons find their own temperature.

**A.** Then two balances run together:
\[
\frac{dn}{dt}=(\nu_{\rm iz}-\nu)n,\qquad
\frac{d}{dt}\left(\tfrac32nT_e\right)=p(t)-nW ,
\]
\[
W=\nu_{\rm iz}E_{\rm iz}+\nu_{\rm ex}E_{\rm ex}+\frac{3m}{M}\nu_{\rm el}(T_e-T_g)+c_w\nu T_e .
\]
Here \(p\) is absorbed power per volume, \(T_g\) the gas temperature and \(\nu_{\rm el}\) the elastic collision frequency. The subscripts iz and ex mean ionization and excitation. I integrated these equations over a cycle with a stiff solver and adjusted the starting density and temperature until the cycle closed.

The cost per ion is no longer fixed. Let \(\varepsilon_{\rm eff}\) be the energy spent in a cycle divided by the ions created. In a closed cycle, creation equals loss and energy spent equals energy supplied, so \(P=\varepsilon_{\rm eff}V\bar\nu\bar n\). Dividing by the steady balance gives
\[
R=\frac{\nu_{\rm cw}}{\bar\nu}\,\frac{\varepsilon_{\rm cw}}{\varepsilon_{\rm eff}} .
\]
The results, with the first factor obtained from the other two columns, are:

| Period (µs) | \(R\) | \(\varepsilon_{\rm eff}\) (eV) | \(\nu_{\rm cw}/\bar\nu\) |
|---|---|---|---|
| 0.1 | 1.00 | 96.3 | 1.00 |
| 3 | 1.15 | 87.9 | 1.05 |
| 10 | 1.38 | 80.0 | 1.14 |
| 30 | 1.60 | 77.3 | 1.28 |
| 100 | 1.90 | 78.7 | 1.55 |
| 300 | 2.09 | 83.6 | 1.82 |
| 1000 | 1.91 | 90.1 | 1.78 |

**Q.** So the fastest pulsing does nothing at all. That is the opposite of the slogan.

**A.** It is the restriction we found. The steady plasma spends \(96.3\times0.0161=1.55\) eV per electron per microsecond and stores \(\tfrac32T_e=3.6\) eV. The initial cooling time is therefore about 2 µs, and a 0.1 µs period leaves the electrons no time to cool.

Nor does the gain fall steadily with period, as it did with fixed frequencies. A longer off phase lets the electrons cool further and lowers \(\nu\) itself. Of the periods computed, 300 µs gives the largest gain; a finer scan would be needed to place the maximum.

The last two rows stretch the model. By the end of the off phase \(T_e\) has fallen to about the gas temperature, 0.034 eV, at 300 µs and well below it at 1000 µs. The ions are then no longer much colder than the electrons, and their own thermal motion would speed up the loss. The wall is also no longer the only sink. Three-body recombination, in which an ion captures one electron while a second carries off energy, has a rate that grows as \(T_e^{-9/2}\), and in so cold a plasma it can become comparable with the wall loss. Both effects would lower the gain. A third works the other way: at 10 mTorr the loss from so cold a plasma is limited by ambipolar diffusion, whose rate is proportional to \(T_e+T_g\) and can lie below \(u_B/d\) with fixed \(d\). Coulomb collisions with the ions would also hold \(T_e\) near the gas temperature. The model leaves all of these out, so these two rows are unreliable, and the sign of their error is not known from this model.

**Q.** At 100 µs you now have 1.90 instead of 1.69. Has your formula failed, or were you lucky with the off temperature?

**A.** The off temperature was close: the computed density-weighted \(\nu_{\rm off}\) is 0.00793 µs⁻¹, against 0.00732 chosen. In the on phase \(\nu_{\rm on}=0.01715\) µs⁻¹. The ideal formula with these two frequencies gives 1.676. Three corrections then lead to the full result.

First, the on phase is hotter than the steady plasma, so \(\nu_{\rm cw}/\nu_{\rm on}=0.939\). Second, the density is higher on average with power on. That phase carries a weight of 0.266 instead of 0.25, which gives a factor 0.986. Third, ions are cheaper: \(96.3/78.7=1.224\). Together,
\[
1.676\times0.939\times0.986\times1.224=1.90 .
\]

**Q.** Why must the on phase be hotter?

**A.** Once the period is long enough for the electrons to cool, ionization nearly stops soon after switch-off. The on phase then has to make, in a quarter of the time, nearly all the ions lost in the whole cycle. At nearly constant density this requires \(D\nu_{\rm iz}=\bar\nu\). The ideal example needs \(\nu_{\rm iz}=0.00952/0.25=0.038\) µs⁻¹, more than twice the steady value. Ionization rises steeply with temperature, so a modest increase is enough:
\[
T_e=\frac{16\ \text{eV}}{\ln(12.07/0.038)}\approx2.78\ \text{eV},
\]
where \(12.07\) µs⁻¹ is \(n_gk_{\rm iz}\). The loss frequency rises by \(\sqrt{2.78/2.417}-1\), about 7%, close to the 6.5% of the full model.

At smaller duty cycles the required ionization frequency \(\bar\nu/D\) is larger, so the on phase must be hotter still.

**Q.** And why are the ions cheaper? You began by fixing their cost.

**A.** Two effects can be estimated. The on-phase frequency corresponds to \(T_e=2.417\,(0.01715/0.0161)^2\approx2.74\) eV. Hotter electrons excite fewer atoms per ionization, and the collisional cost falls from 78.8 to \(16+12e^{4/2.74}\approx68\) eV, a saving of 11 eV.

The walls also take less. About 56% of the ions are lost in the off phase, when each pair removes \(c_wT_e\) at a much lower temperature. Its frequency corresponds to about 0.6 eV. The mean wall cost is then \(7.18(0.44\times2.74+0.56\times0.6)\approx11\) eV instead of 17.4 eV, a saving of about 6 eV.

The sum, 17 eV, is close to the computed 17.6 eV. The estimate ignores the spread of temperature within each phase and the excitation just after switch-off, so the closeness should not be pressed. The integrated cycle splits the saving as 12.2 eV collisional and 5.4 eV at the walls. Loss is fastest while the electrons are still hot, so the pairs lost in the off phase leave at a mean of 0.8 eV rather than 0.6 eV.

At a 10 µs period this cheaper production contributes a factor 1.20, more than the 1.14 from slower loss. Part of the density gain in this model is therefore not the effect your first question was about.

**Q.** Would I see 1.9 in my own etch reactor?

**A.** Not on the strength of this calculation. The round values are meant to lie in the regime of such a reactor, but they describe no particular one, and several assumptions are fragile.

The edge density may change relative to the mean when the power stops. If this raises \(\nu_{\rm off}\) by 20%, the ideal gain drops from 1.69 to 1.52. It can also go the other way: at 10 mTorr the loss becomes diffusion-limited as the electrons cool and then falls faster than \(\sqrt{T_e}\), and a \(\nu_{\rm off}\) lower by 20% raises the ideal gain to 1.91. At the end of the off phase \(T_e\) is 0.19 eV, and ions at the gas temperature would raise the Bohm speed by 9%. Applied to the whole off phase, that would lower the ideal gain to about 1.61. The electron pressure, taken with the pulsed mean density and the steady temperature, is 16% of the gas pressure, so the gas may be thinned; I have not computed what that does to the gain.

Many etch gases also form negative ions. Electrons then disappear by attachment in the off phase, and a balance with wall loss alone no longer applies. Stepwise ionization, non-Maxwellian electrons and changing spatial profiles are left out too, and their effect on the number is not known from this model.

**Q.** Then what should I hold fixed if I want to look for the effect?

**A.** The mean absorbed power, which need not equal the generator setting because the coupling can change during a pulse. Keep the gas density fixed too, and compare the cycle-averaged density, not its peak. Then vary the period at fixed duty cycle. Under the assumptions of this model the density ratio should be close to one when the period is much shorter than the electron cooling time, and grow as the off phase becomes long enough for the electrons to cool.
